# Why heavy n-type doping softens silicon's tetragonal shear constant

**Question.** A silicon crystal is stretched along one cube axis and compressed along the other two at fixed volume. Its resistance to this distortion is set by the tetragonal shear constant $C'=(C_{11}-C_{12})/2$. Why should a crystal with one donor for every few hundred silicon atoms resist it noticeably less than an undoped one, and how large is the effect?

## What strain does to the valleys

The lowest conduction states of silicon lie in six valleys, one pair on each cube axis $i=x,y,z$. Without strain, all have the same energy and each pair holds one third of the electrons.

Let $\varepsilon$ be the strain tensor, with tensor (not engineering) shear components. To first order, symmetry fixes how the bottom of a valley moves. The reflections $y\to-y$ and $z\to-z$ preserve a valley on axis $x$. The first reverses the sign of $\varepsilon_{xy}$ and $\varepsilon_{yz}$, the second that of $\varepsilon_{xz}$ and $\varepsilon_{yz}$. Every off-diagonal component is thus reversed by at least one of them, so none can enter linearly. A quarter turn about $x$ exchanges $\varepsilon_{yy}$ and $\varepsilon_{zz}$, so these enter with equal weight. Two constants remain:

$$\Delta_i=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{ii}.$$

Here $\Xi_d$ is the dilation deformation potential and $\Xi_u$ the uniaxial one. For silicon $\Xi_u>0$: compression along an axis lowers the valleys on that axis.

To first order, a volume-conserving strain has $\mathrm{Tr}\,\varepsilon=0$, and I take the strain as exactly traceless, so $\sum_i\Delta_i=0$. (Holding the volume exactly fixed needs $\mathrm{Tr}\,\varepsilon\simeq\tfrac12\sum_i\varepsilon_{ii}^2$, which adds $\tfrac n2(\Xi_d+\Xi_u/3)\sum_i\varepsilon_{ii}^2$ to the electronic energy per volume at electron density $n$; for $\Xi_d\approx1$ eV this is under 1% of the softening found below at $10^{20}$ cm$^{-3}$.) Some valleys rise and others fall, but their mean energy stays put. If the electrons could not leave their valleys, their energy would change by $(n/3)\sum_i\Delta_i=0$, where $n$ is the total density. Lifting the degeneracy is therefore not enough to soften the crystal in this linear model. The electrons must also move.

## What transfer gains and costs

Let $n_i$ be the density in valley pair $i$, and let $\phi(n_i)$ be the free energy per volume of that pair, measured from its own valley bottom. I take the electrons as independent, the donors as fully ionized, and the shape of each valley as unchanged by strain. Densities refer to the volume of the unstrained crystal, so $n$ is fixed. The electronic free energy is

$$F=\sum_i\left[\phi(n_i)+\Delta_i n_i\right],\qquad \sum_i n_i=n.$$

The derivative $\phi'(n_i)$ is the chemical potential measured from the valley bottom. Write $g$ for the increase of one pair's density per unit increase of that chemical potential, at fixed temperature $T$. Then $\phi''=1/g$. The three pairs are equal before strain, so

$$g=\frac13\left(\frac{\partial n}{\partial\mu}\right)_T .$$

Now put $n_i=n/3+\delta n_i$. The term linear in $\delta n_i$ from $\phi$ vanishes because $\sum_i\delta n_i=0$. To second order in strain,

$$F-F_0=\frac n3\sum_i\Delta_i+\sum_i\left[\Delta_i\,\delta n_i+\frac{(\delta n_i)^2}{2g}\right].$$

The first term in the bracket rewards transfer to lowered valleys. The second is the price of filling them further, and of emptying the others. Minimizing with a multiplier $\lambda$ for the fixed total gives $\Delta_i+\delta n_i/g=\lambda$. Summing over the three pairs gives $\lambda=\bar\Delta$, the mean shift, and hence

$$\delta n_i=-g(\Delta_i-\bar\Delta).$$

This is a minimum because $1/g>0$. Since $\sum_i\delta n_i=0$, we may replace $\Delta_i$ by $\Delta_i-\bar\Delta$ in the reward, which becomes $-g\sum_i(\Delta_i-\bar\Delta)^2$. The price is half as large and positive. The net result is

$$F-F_0=n\bar\Delta-\frac g2\sum_i(\Delta_i-\bar\Delta)^2 .$$

The second term is negative and quadratic in strain. It subtracts from the elastic energy that the lattice stores, which is what softening means.

The multiplier is also the shift of the common chemical potential. For a traceless strain it vanishes to first order: electrons leaving the raised valleys just fill the lowered ones. No net charge builds up at this order, so screening does not oppose the transfer.

## From the energy to the elastic constant

For a strain without off-diagonal components, the elastic energy density of a cubic crystal is

$$W=\frac{C_{11}}2\sum_i\varepsilon_{ii}^2+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx}).$$

If the trace is zero, squaring it shows that the sum of products equals $-\tfrac12\sum_i\varepsilon_{ii}^2$. Therefore

$$W=\frac{C_{11}-C_{12}}2\sum_i\varepsilon_{ii}^2=C'\sum_i\varepsilon_{ii}^2 .$$

For the same strain $\bar\Delta=0$ and $\Delta_i=\Xi_u\varepsilon_{ii}$, so the electrons contribute $-(g\Xi_u^2/2)\sum_i\varepsilon_{ii}^2$. Comparing coefficients gives

$$\boxed{\delta C'=-\frac{g\Xi_u^2}{2}=-\frac{\Xi_u^2}{6}\left(\frac{\partial n}{\partial\mu}\right)_T}$$

The sign of $\Xi_u$ does not matter, because some valley pair is lowered whichever way the crystal is sheared.

Other strains show how selective the mechanism is. For $\varepsilon=\mathrm{diag}(e,0,0)$, the shifts relative to their mean are $\Xi_u e\,(2/3,-1/3,-1/3)$, whose squares sum to $2\Xi_u^2e^2/3$. Equating $\tfrac12\delta C_{11}e^2$ to $-g\Xi_u^2e^2/3$ gives $\delta C_{11}=-2g\Xi_u^2/3=\tfrac43\delta C'$. Uniform dilation shifts all valleys equally and causes no transfer, so $\delta C_{11}+2\delta C_{12}=0$ and $\delta C_{12}=-\tfrac23\delta C'$. Repopulation thus leaves the bulk modulus unchanged. It also leaves $C_{44}$ unchanged, since off-diagonal strain produces no linear shift. Shifts quadratic in strain can alter $C_{44}$, but they are a different mechanism.

## Energy or free energy?

At zero temperature the electrons do lower their energy by changing valleys. At finite temperature, what they minimize is the free energy. Let $F_2$ be its second-order part for a traceless strain. The entropy changes by $S_2=-\partial F_2/\partial T$, so at fixed temperature the internal energy changes by

$$U_2=F_2+TS_2=F_2-T\frac{\partial F_2}{\partial T}.$$

For a dilute gas $F_2\propto1/T$, as shown below, and thus $U_2=2F_2$. Half of the drop in internal energy is offset by lost entropy, because the electrons are no longer spread evenly over the valleys.

A sound wave may be closer to constant entropy than to constant temperature. This does not alter $C'$. As $F_2$ is quadratic in strain, the temperature change $\delta T$ needed to keep the entropy at $S_0$ is also quadratic. Then

$$U=F+TS=(F_0-S_0\delta T+F_2)+(T+\delta T)S_0=U_0+F_2,$$

up to fourth order in strain. The isothermal and adiabatic contributions to $C'$ agree.

## How the softening depends on doping and temperature

It remains to find $\partial n/\partial\mu$. A valley has longitudinal mass $m_l$ and two transverse masses $m_t$. Rescaling the wave-vector components turns its ellipsoids of constant energy into spheres of the same volume if the mass is taken as $m_d=(m_lm_t^2)^{1/3}$. Including spin, one valley holds $k^3/3\pi^2$ states per volume inside radius $k$. Six valleys hold $2k^3/\pi^2$. With $E=\hbar^2k^2/2m_d$, differentiation gives the density of states

$$D(E)=\frac{3}{\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}\sqrt E,$$

and

$$n=\int_0^\infty D(E)f(E)\,dE,\qquad \frac{\partial n}{\partial\mu}=\int_0^\infty D(E)\frac{f(1-f)}{k_BT}\,dE,$$

where $f=1/[e^{(E-\mu)/k_BT}+1]$. The first integral fixes $\mu$ for a given $n$; the second gives the response.

In the dilute (Boltzmann) limit $n\propto e^{\mu/k_BT}$, so $\partial n/\partial\mu=n/k_BT$ and

$$\delta C'\to-\frac{n\Xi_u^2}{6k_BT}.$$

At zero temperature the valleys are filled up to

$$E_F=\frac{\hbar^2}{2m_d}\left(\frac{\pi^2n}{2}\right)^{2/3}.$$

Since $n\propto E_F^{3/2}$, the response is $3n/2E_F$, and

$$\delta C'\to-\frac{n\Xi_u^2}{4E_F}\propto-n^{1/3}.$$

The growth with doping slows because the exclusion principle lets only electrons near the Fermi level respond.

The first thermal correction follows from the Sommerfeld expansion. With $t=k_BT/E_F$, fixed density requires $\mu=E_F(1-\pi^2t^2/12)$. At fixed $\mu$, thermal smearing of $\sqrt E$ multiplies the response by $1-\pi^2t^2/24$; the lowered $\mu$ supplies another factor of the same size. Together,

$$\frac{\partial n}{\partial\mu}\simeq\frac{3n}{2E_F}\left(1-\frac{\pi^2t^2}{12}\right).$$

Warming therefore weakens the softening in both limits, and the electronic contribution to the temperature coefficient of $C'$ is positive. Differentiating the two expressions for $\delta C'$ at fixed $n$ shows that this coefficient grows as $n$ in the dilute limit and falls as $1/n$ in the degenerate one. It must pass through a maximum in between.

## The number for heavily doped silicon

Take these rough typical values: $m_l=0.92$ and $m_t=0.19$ electron masses, $\Xi_u=9.0$ eV, and an undoped $C'$ of 50 GPa. Let $n=1.0\times10^{20}$ cm$^{-3}$ and $T=300$ K.

The masses give $m_d=0.321$ electron masses and $E_F=0.0740$ eV, against $k_BT=0.0259$ eV. The gas is degenerate, but not strongly. Numerical evaluation of the two integrals gives $\partial n/\partial\mu=1.778\times10^{21}$ cm$^{-3}$ eV$^{-1}$. Hence

$$\delta C'=-\frac{(9.0\ \mathrm{eV})^2}{6}\times1.778\times10^{21}\ \mathrm{cm^{-3}\,eV^{-1}}=-2.40\times10^{22}\ \mathrm{eV\,cm^{-3}}.$$

One eV cm$^{-3}$ is $1.602\times10^{-13}$ Pa, so $\delta C'=-3.8$ GPa, or $-7.7\%$ of the undoped value. The separate constants change by $\delta C_{11}=-5.1$ GPa and $\delta C_{12}=+2.6$ GPa.

The same calculation at three densities, all at 300 K, gives:

| $n$ (cm$^{-3}$) | $\delta C'$ (GPa) | Boltzmann limit (GPa) | $T=0$ limit (GPa) | electronic coefficient (ppm/K) |
|---|---|---|---|---|
| $1\times10^{19}$ | −0.74 | −0.84 | −2.0 | 41 |
| $3\times10^{19}$ | −1.8 | −2.5 | −2.9 | 73 |
| $1\times10^{20}$ | −3.8 | −8.4 | −4.4 | 66 |

The last column is the temperature derivative of $\delta C'$ divided by the undoped $C'$. Tenfold doping multiplies the softening by about five, not ten. The dilute formula is fair at the lowest density and too large by more than a factor of two at the highest. There the thermal factor $1-\pi^2t^2/12$, with $t=0.35$, is 0.90 and brings the zero-temperature value to $-3.9$ GPa. The coefficient rises and then falls, as the two limits require.

The energy balance can be followed for $\varepsilon=\mathrm{diag}(e,-e,0)$ with $e=0.10\%$. The $x$ valleys rise by 9.0 meV, the $y$ valleys fall by 9.0 meV, and the $z$ valleys stay. With $g=0.593\times10^{21}$ cm$^{-3}$ eV$^{-1}$, the linear formula moves $g\times0.0090$ eV $=5.3\times10^{18}$ cm$^{-3}$ into the $y$ pair, or 5.3% of all electrons. Solving for the populations without expanding in strain gives 5.4%.

That full solution gives, per electron, $-0.957$ meV from the shifts and $+0.478$ meV for refilling the valleys. The sum is $-0.479$ meV, close to the expected half. The internal energy falls further, by 0.602 meV at fixed temperature; the difference of 0.12 meV is the entropy term.

## When the softening stops

The expansion needs valley shifts small beside the larger of $k_BT$ and $E_F$. For a large enough strain, one valley pair can hold all the electrons. Take $\varepsilon=\mathrm{diag}(-e/2,-e/2,e)$ with $e<0$. The $z$ valleys then lie below the others by $\tfrac32\Xi_u|e|$. At zero temperature, filling one pair instead of three raises the Fermi energy to $3^{2/3}E_F$. Transfer is complete when the splitting reaches this value:

$$|e|=\frac{3^{2/3}E_F}{1.5\,\Xi_u}=\frac{2.08\times0.0740}{1.5\times9.0}=1.14\%.$$

Beyond this strain the electronic energy is linear in $e$. It still exerts a stress, but repopulation no longer reduces the stiffness. At 300 K the end is smeared by thermal occupation of the upper valleys.

Transfer also takes time. If the populations relax towards equilibrium with a single intervalley time $\tau$, their response to a strain of angular frequency $\omega$ is the static one divided by $1-i\omega\tau$ (for time dependence $e^{-i\omega t}$). The real part of the softening is then multiplied by $1/(1+\omega^2\tau^2)$. For an assumed $\tau=1$ ps and a frequency of 1 GHz, $\omega\tau=0.0063$, and the softening is reduced by only about 0.004%. For $\omega\tau\gg1$ the populations are frozen and the softening disappears.

## How far the number can be trusted

Three omissions can be sized for $n=10^{20}$ cm$^{-3}$. A fourth, the direct effect of the donors on the bonds, is not sized here.

**Exchange.** Electrons of equal spin in one valley avoid each other, which makes a fuller valley cheaper. For a spherical valley of density $n_v=n/6$, the equal-spin density matrix is $(n_v/2)\,3j_1(x)/x$, with $x=k_Fr$, $k_F=(3\pi^2n_v)^{1/3}$ and $j_1$ a spherical Bessel function. With $\kappa=e_0^2/4\pi\epsilon$, where $e_0$ is the elementary charge and $\epsilon$ the permittivity, the exchange energy density is

$$E_x=-\frac{9\pi\kappa n_v^2}{k_F^2}\int_0^\infty\frac{j_1^2}{x}dx=-\frac34\left(\frac3\pi\right)^{1/3}\kappa n_v^{4/3}.$$

The integral is $1/4$, because $(j_0^2+j_1^2)'=-4j_1^2/x$. The second derivative of $E_x$ is $-\tfrac13(3/\pi)^{1/3}\kappa n_v^{-2/3}$. For relative permittivity 11.7 it equals $-0.62$ eV nm$^3$, to be added to the inverse response of one valley, $6/1.778=3.37$ eV nm$^3$. The softening grows by 22%. This gives a scale, not a bound. The estimate ignores screening by the electrons themselves, which weakens exchange strongly at this density. It also uses the zero-temperature form; at 300 K and the same density, the unscreened term would be about a third larger.

**Band shape.** Replacing $E$ by $E(1+\alpha E)$ in the relation between energy and $k^2$, with a rough $\alpha=0.5$ eV$^{-1}$, and solving again at fixed $n$ increases the softening by 6%.

**Quadratic shifts.** Mixing with bands a distance $E_g$ away shifts a level by something like $(\Xi_u\varepsilon_{ii})^2/E_g$. Averaged over valleys and compared with repopulation, this has relative size $2n/(E_g\,\partial n/\partial\mu)$, or 3% for $E_g=4$ eV. Its sign is left open.

**The donors.** With eight atoms in a cube of side 0.543 nm, donors replace 0.20% of the atoms. Their direct effect on the bonds is not calculated. The hydrogen-like donor radius, $11.7/0.321$ times the Bohr radius, is 0.89 of the length $n^{-1/3}$. Donor orbitals would overlap strongly, which supports treating the electrons as mobile, though not as free of disorder.

## Beside real devices

Heavy n-type doping is used in silicon resonators to reduce the drift of frequency with temperature. The stiffness of undoped silicon falls on warming, roughly by some tens of ppm/K for $C'$, while the electronic term calculated here has the opposite sign and a similar size. In this model, cancellation requires a vibration that depends sufficiently on $C'$, and thermal expansion and the other elastic constants must be included. The density $10^{20}$ cm$^{-3}$ is at the high end for such devices, and there some donors may be inactive. The density that matters is that of the electrons: if only $3\times10^{19}$ cm$^{-3}$ were present, the model's softening would fall from 7.7% to 3.65%. The deformation potential matters too, since a 5% error in $\Xi_u$ changes $\delta C'$ by about 10%. The exchange correction is uncertain too, since the estimate above leaves out screening. The model supports a softening of several percent, not a prediction to the last digit.
